# Total-Reflection Width of a Symmetric Bragg Peak and the Structure Factor

A plane monochromatic X-ray wave of wavelength $\lambda$ meets a perfect, unstrained crystal at glancing angle $\theta$. The reflecting planes, of spacing $d$, are parallel to the surface. The crystal is first taken as semi-infinite and lossless; finite layers and absorption follow in (f) and (g). Fields vary as $e^{-i\omega t}$, the $z$ axis points into the crystal, and

$$K=\frac{2\pi}{\lambda},\qquad H=\frac{2\pi}{d},\qquad p=K\sin\theta,\qquad \sin\theta_B=\frac{\lambda}{2d}=\frac{H}{2K}.$$

The numerical case is the 004 reflection of silicon at 8 keV.

## (a) How does the structure factor enter the wave equation?

**Solution.** Far above the binding energies an electron responds as if free. Its displacement $\mathbf x$ obeys $-m\omega^2\mathbf x=-e\mathbf E$, so the polarization of $n$ electrons per volume is $-en\mathbf x=-ne^2\mathbf E/(m\omega^2)$. With the classical electron radius $r_e=e^2/(4\pi\varepsilon_0mc^2)$ and $\omega=cK$,

$$\chi=-\frac{ne^2}{\varepsilon_0m\omega^2}=-\frac{4\pi r_e n}{K^2}=-\frac{r_e\lambda^2}{\pi}\,n .$$

Write $n(\mathbf r)=\sum_h n_he^{i\mathbf h\cdot\mathbf r}$. For a cell of volume $V$ built from atomic densities with form factors $f_j$,

$$n_h=\frac{F_h}{V},\qquad F_h=\sum_jf_je^{-i\mathbf h\cdot\mathbf r_j},\qquad \chi_h=-\frac{r_e\lambda^2F_h}{\pi V}.$$

Components of $\chi$ that vary along the surface scatter into other lateral wavevectors. We assume that none of these waves is near resonance and keep the lateral average $\chi(z)$. For $\sigma$ polarization the electric field is perpendicular to the plane of incidence, with lateral factor $e^{iKx\cos\theta}$. Maxwell's equations then give

$$E''+\left[K^2(1+\chi)-K^2\cos^2\theta\right]E=0
\quad\Longrightarrow\quad E''+\left[p^2+K^2\chi(z)\right]E=0 .$$

In silicon all eight atoms of the cubic cell scatter in phase for 004, so $|F_{004}|=8f$. The computed free-atom form factor is $f=7.508$, which gives $|F_{004}|=60.06$. It comes from an unrestricted Hartree–Fock density in the cc-pVTZ basis, spherically averaged. The last digit is not converged: the cc-pVQZ basis gives 7.507, a scalar-relativistic treatment 7.514 and the PBE functional 7.490, a spread of about 0.3% that carries over to the widths below. Bonding, thermal motion and anomalous dispersion are left out.

## (b) For which values of $p$ is reflection total?

**Solution.** Near the Bragg condition two waves are strong:

$$E=E_0e^{i(H/2+q)z}+E_he^{i(q-H/2)z}.$$

Here $\mathbf h=-H\hat{\mathbf z}$ turns the first wave into the second. Insert this in the wave equation, collect equal exponentials and drop the weak waves near $\pm3H/2$:

$$\left[(H/2+q)^2-p^2-K^2\chi_0\right]E_0=K^2\chi_{-h}E_h,$$
$$\left[(H/2-q)^2-p^2-K^2\chi_0\right]E_h=K^2\chi_hE_0 .$$

Define $\alpha=H^2/4-p^2-K^2\chi_0$ and $A=\alpha+q^2$. The brackets are $A+Hq$ and $A-Hq$. A real density has $\chi_{-h}=\chi_h^*$, so with $G=K^2|\chi_h|$ a nonzero solution requires

$$A^2-H^2q^2=G^2 .$$

To locate the edges without dropping $q^2$ from $A$, put $Q=q^2$:

$$Q^2-(H^2-2\alpha)Q+\alpha^2-G^2=0 .$$

Near the peak $|\alpha|,G\ll H^2$. The sum of the roots is $H^2-2\alpha$, so one root is close to $H^2$. It has $|q|\simeq H$ and places one of the two waves near $\pm3H/2$, where waves were dropped; it lies outside the two-wave form and is discarded. The product of the roots is $\alpha^2-G^2$, so the small root has the sign of $\alpha^2-G^2$. For $|\alpha|<G$ it is negative and $q$ is imaginary: the field decays with depth. For $|\alpha|>G$ it is positive, $q$ is real and the waves propagate. The edges are therefore at $\alpha=\mp G$:

$$p_\pm^2=\frac{H^2}{4}-K^2\chi_0\pm K^2|\chi_h| .$$

Decay implies total reflection through energy conservation. For real $\chi$ the flux, proportional to $\operatorname{Im}(E^*E')$, does not depend on $z$. It vanishes at great depth, so it vanishes at the surface. In vacuum it equals $p(1-|r|^2)$, where $r$ is the reflected amplitude for unit incident amplitude. Hence $|r|=1$, and this argument needs no approximation at the surface.

## (c) What are the angular width, the shift and the energy width?

**Solution.** Divide the edge condition by $K^2$:

$$\sin^2\theta_\pm=\sin^2\theta_B-\chi_0\pm|\chi_h| .$$

Since $d(\sin^2\theta)=\sin2\theta\,d\theta$, to first order

$$\boxed{\Delta\theta=\frac{2|\chi_h|}{\sin2\theta_B}=\frac{2r_e\lambda^2|F_h|}{\pi V\sin2\theta_B}},\qquad
\delta\theta=-\frac{\chi_0}{\sin2\theta_B}>0 .$$

The width is proportional to $|F_h|$; the shift $\delta\theta$ of the centre is refraction by the mean density. The next term in the expansion of $\sin^2\theta$ is $\cos2\theta_B(\theta-\theta_B)^2$, so the linear form needs $|(\theta-\theta_B)\cot2\theta_B|\ll1$. It fails close to backscattering, $\theta_B\to90^\circ$, where the form in $\sin^2\theta$ must be kept.

For silicon, $\lambda=1.5498$ Å, $V=160.19$ Å$^3$ and $r_e=2.8179\times10^{-5}$ Å:

$$|\chi_h|=\frac{(2.8179\times10^{-5})(1.5498)^2(60.06)}{\pi(160.19)}=8.08\times10^{-6}.$$

With $\theta_B=34.80^\circ$ and $\sin2\theta_B=0.9373$,

$$\Delta\theta=\frac{2(8.08\times10^{-6})}{0.9373}=17.2\ \mu\text{rad}=3.56\ \text{arcsec}.$$

The shift, from $\chi_0=-1.506\times10^{-5}$, is 3.31 arcsec. A direct solution of the wave equation in the plane-averaged density, with all its harmonics, reproduces both values within the tested tolerance of one part in a thousand. Halving the density modulation at fixed mean density gives 1.78 arcsec, half the width, as proportionality to $|F_h|$ requires. These numbers belong to the static free-electron model. In real silicon at room temperature thermal motion lowers $|F_h|$ by about 6%. Anomalous dispersion works the other way: 8 keV is only about four times the K edge, so $f'\approx+0.25$, which raises $|F_h|$ by about 3% and the shift by about 2%. The net width is near 3.45 arcsec.

Now fix the angle and vary the energy. Because $K^2\chi=-4\pi r_en$, the edges $p_\pm^2$ do not depend on $K$ if $f$ does not. From $p=K\sin\theta$ and $p^2\simeq H^2/4$,

$$\frac{\Delta E}{E}=\frac{\Delta(p^2)}{2p^2}
=\frac{8\pi r_e|F_h|/V}{H^2/2}=\frac{4r_ed^2|F_h|}{\pi V}.$$

For silicon 004 this is $2.48\times10^{-5}$, or about 0.20 eV at 8 keV. Since $d^2=\lambda^2/(4\sin^2\theta_B)$, it also equals $|\chi_h|/\sin^2\theta_B$, so $\Delta\theta=(\Delta E/E)\tan\theta_B$. At 12 keV the Bragg angle falls to $22.36^\circ$ and the angular width to 2.10 arcsec.

## (d) What changes for $\pi$ polarization?

**Solution.** Now the magnetic field $B$ is perpendicular to the plane of incidence. With $\varepsilon=1+\chi$, the equation $\nabla\times(\varepsilon^{-1}\nabla\times\mathbf B)=K^2\mathbf B$ becomes

$$B''-\frac{\varepsilon'}{\varepsilon}B'+(p^2+K^2\chi)B=0 .$$

To first order $\varepsilon'/\varepsilon=\chi'$. Consider the coupling of $B_he^{-iHz/2}$ into $e^{iHz/2}$ through $\chi_{-h}e^{iHz}$. The new term contributes

$$-(iH\chi_{-h})(-iH/2)B_h=-\frac{H^2}{2}\chi_{-h}B_h .$$

Adding the previous coupling gives

$$K^2\chi_{-h}\left(1-\frac{H^2}{2K^2}\right)=K^2\chi_{-h}(1-2\sin^2\theta_B)=K^2\chi_{-h}\cos2\theta_B .$$

The reverse coupling has the same factor. Thus $|\chi_h|$ is replaced by $C|\chi_h|$, with $C=1$ for $\sigma$ and $C=|\cos2\theta_B|$ for $\pi$, while the shift is unchanged at this order. Here $C=0.3486$, and the width is $0.3486\times3.555=1.24$ arcsec. At $\theta_B=45^\circ$ the leading-order $\pi$ width vanishes, because the directions of the electric field in the two waves are then perpendicular.

## (e) What is the reflectivity curve, and why is there a gap?

**Solution.** Measure the deviation from the centre in half-widths:

$$y=\frac{\sin^2\theta-\sin^2\theta_B+\chi_0}{C|\chi_h|}.$$

Take $\sigma$ polarization and put the origin on an atomic plane. For silicon 004 $F_h>0$, so $\chi_h=\chi_{-h}=-|\chi_h|$. By definition $\alpha=-yG$. In the peak $q^2$ is of order $G^2/H^2$, smaller than $G$ by $G/H^2\sim10^{-5}$, so $A\simeq-yG$ and $Hq=\pm G\sqrt{y^2-1}$. The first two-wave equation gives

$$\xi=\frac{E_h}{E_0}=\frac{-yG+Hq}{-G}=y\mp\sqrt{y^2-1}.$$

At a surface through the origin, continuity of field and slope reads

$$1+r=E_0+E_h,\qquad p(1-r)=(H/2+q)E_0-(H/2-q)E_h .$$

The factors $p$ and $H/2\pm q$ agree up to relative corrections of order $\chi$. Hence $E_0\simeq1$ and $r\simeq\xi$.

For $|y|<1$ the root is imaginary and $|\xi|^2=y^2+(1-y^2)=1$. For $|y|>1$ the two roots have product 1. The flux is proportional to $|E_0|^2-|E_h|^2$ and must point inward, which selects $|\xi|<1$:

$$R=\left(|y|-\sqrt{y^2-1}\right)^2,\qquad |y|>1 .$$

At half maximum $|y|-\sqrt{y^2-1}=1/\sqrt2$. The reciprocal is $|y|+\sqrt{y^2-1}=\sqrt2$, and half the sum is $|y|=3/(2\sqrt2)=1.061$. The full width at half maximum (FWHM) is thus $1.061\times3.555=3.77$ arcsec, slightly more than the range of total reflection.

The edge states show the cause of the gap. At $y=-1$, $\xi=-1$ and $E\propto\sin(\pi z/d)$, with nodes on the atomic planes. At $y=+1$, $\xi=1$ and $E\propto\cos(\pi z/d)$, with antinodes there. Multiply the wave equation by $E^*$ and integrate over one period. The boundary terms cancel because $E^*E'$ is periodic at an edge:

$$p^2=\frac{\int|E'|^2dz}{\int|E|^2dz}+4\pi r_e\frac{\int n|E|^2dz}{\int|E|^2dz}.$$

The first term is $H^2/4$ for both states. Their normalized intensities are $1\mp\cos Hz$, and $n(z)$ contains $n_0+2|n_h|\cos Hz$, so the weighted densities are $n_0\mp|n_h|$. The edges therefore differ by $8\pi r_e|F_h|/V$ in $p^2$, as found in (b). The width measures how differently the two standing waves overlap the electrons.

Across the gap the phase of $r$ changes by $\pi$. If the surface is cut midway between planes, the shift of origin by $d/2$ multiplies $\xi$ by $-1$, and the real part of $r$ is $-y$. The wave equation confirms this at $y=-0.9$, 0 and 0.9.

## (f) Does an epilayer of thickness $t$ show this width?

**Solution.** Suppose that the substrate does not reflect at the angles of the layer peak and that the mean index changes at the interfaces are negligible. Let the amplitudes vary slowly, replace $q$ by $-i\,d/dz$ and drop $q^2$. With $\kappa=G/H$ the two-wave equations become

$$E_0'=i\kappa(yE_0-E_h),\qquad E_h'=-i\kappa(yE_h-E_0).$$

Differentiating the second and inserting both gives

$$E_h''=-\kappa^2\left[y(yE_h-E_0)+(yE_0-E_h)\right]=\kappa^2(1-y^2)E_h .$$

No diffracted wave enters from below, so $E_h(t)=0$ and $E_h=b\sinh[s(t-z)]$, where $s=\kappa\sqrt{1-y^2}$. The second equation then gives $E_0=yE_h-iE_h'/\kappa$. At the surface

$$r=\frac{E_h(0)}{E_0(0)}=\frac{\sinh st}{y\sinh st+i\sqrt{1-y^2}\cosh st}.$$

With $S=\sinh^2st$ and $\cosh^2st=1+S$, for $|y|<1$,

$$R=\frac{S}{y^2S+(1-y^2)(1+S)}=\frac{S}{1-y^2+S}.$$

For $|y|>1$, set $\sigma=\sqrt{y^2-1}$. The hyperbolic functions become trigonometric, and the same steps give $R=\sin^2(\kappa t\sigma)/[\sigma^2+\sin^2(\kappa t\sigma)]$.

At the centre $R=\tanh^2\kappa t<1$: a finite layer has no strictly total reflection. Restoring $C$,

$$\kappa=\frac{K^2C|\chi_h|}{H}=\frac{\pi C|\chi_h|}{\lambda\sin\theta_B}=\frac{2Cr_ed|F_h|}{V}.$$

For silicon 004 in $\sigma$ polarization $1/\kappa=3.49\ \mu$m.

If $\kappa t\ll1$, the half-maximum points lie at $|y|\gg1$, where $R\simeq\sin^2(\kappa ty)/y^2$. This is half its peak at $\kappa t|y|=0.886\,\pi/2$. One unit of $y$ is an angle $C|\chi_h|/\sin2\theta_B$, so

$$\text{FWHM}=\frac{0.886\,\pi}{\kappa t}\,\frac{C|\chi_h|}{\sin2\theta_B}=\frac{0.886\,\lambda}{2t\cos\theta_B}.$$

The structure factor has cancelled from the width, which is now set by the thickness. It remains in the height of the peak, $R(0)\simeq(\kappa t)^2$, which depends on both.

The computed silicon films, free-standing and lossless, show the passage between the limits:

| $t$ (µm) | $\kappa t$ | centre $R$ | FWHM (arcsec) |
|---:|---:|---:|---:|
| 0.5 | 0.143 | 0.020 | 34.7 |
| 5 | 1.43 | 0.797 | 5.59 |
| 50 | 14.3 | 1.000 | 3.63 |

The thin-film formula gives 34.5 arcsec for the first film but 3.45 arcsec for the second, where it no longer applies.

The 50 µm film is narrower than the 3.77 arcsec of the semi-infinite crystal because its lower face produces interference fringes. With peak $R\simeq1$, half maximum requires $\sin(\kappa t\sigma)=\sigma$. The first crossing is near $\kappa t\sigma=\pi-\sigma$, so $\sigma\simeq\pi/(14.35+1)=0.205$ and $|y|=\sqrt{1+\sigma^2}=1.021$. This gives $1.021\times3.555=3.63$ arcsec. As a lossless film thickens, this central width tends to the total-reflection width, and the fringes remain outside it. Where the sine is $\pm1$, the fringes touch the envelope $R=1/y^2$, so those that touch it at $|y|<\sqrt2$ still rise above one half; the FWHM quoted here is that of the central maximum alone. Absorption weakens the wave returned from the lower face, and its effect depends on where the loss sits. The uniform loss of (g) pushes the fringes of the 50 µm film below half maximum on both sides and all but removes the narrowing. Loss of the same mean size concentrated on the atomic planes does so only on the high-angle side; on the low-angle side, where absorption is weak, the fringes and part of the narrowing survive.

## (g) What does absorption do?

**Solution.** Let a uniform loss add $i\chi_0''$ to $\chi_0$, with $\chi_0''>0$ for the chosen time factor. Then $\alpha=-(y+ig)G$, where $g=\chi_0''/(C|\chi_h|)$. At $y=0$ the amplitude ratio is $\xi=i(g\mp\sqrt{1+g^2})$. The solution that decays into the crystal has the smaller modulus:

$$R(0)=\left(\sqrt{1+g^2}-g\right)^2<1 .$$

For a model loss $\chi_0''=0.02|\chi_0|$ and $\sigma$ polarization, $g=0.02\times15.06/8.08=0.037$ and $R(0)=0.928$. The plateau is no longer total, so the width in (c) is the lossless limit. Loss concentrated near the atoms would also give $\chi_h$ an absorptive part, which this uniform model omits. That part makes the plateau asymmetric: absorption is weaker near $y=-1$, where the standing wave has its intensity minima on the atomic planes, than near $y=+1$, where it has its maxima there. The minima are true nodes only for $\sigma$ polarization; for $\pi$ the intensity on the planes at $y=-1$ is $(1-C)/(1+C)$ of that midway between them.

The numerical output below gives the values behind the comparisons with the wave equation for the cc-pVTZ density.

## Table of computed values

```
UHF/cc-pVTZ energy of the Si atom: -288.85643 hartree
classical electron radius: 2.817940e-05 angstrom
lattice parameter a: 5.431021 angstrom
cell volume V: 160.1933 angstrom^3
004 plane spacing d: 1.357755 angstrom
photon energy: 8.0 keV
wavelength: 1.549802 angstrom
Bragg angle: 34.8006 degree
sin(2 theta_B): 0.93729
form factor f(004): 7.5078 electrons
F_0: 112.000 electrons per cell
|F_004|: 60.062 electrons per cell
chi_0: -1.5063e-05
|chi_h|: 8.0777e-06
width, sigma, formula: 17.236 microrad
width, sigma, formula: 3.5553 arcsec
width, sigma, wave equation: 3.5551 arcsec
centre shift, formula: 3.3148 arcsec
centre shift, wave equation: 3.3148 arcsec
polarization factor C for pi: 0.34855
width, pi, formula: 1.2392 arcsec
width, pi, wave equation: 1.2392 arcsec
width, half modulation, wave eq.: 1.7776 arcsec
relative energy width, formula: 2.4799e-05
relative energy width, wave equation: 2.4798e-05
Bragg angle at 12 keV: 22.3635 degree
width at 12 keV, formula: 2.1045 arcsec
width at 12 keV, wave equation: 2.1045 arcsec
half-maximum factor 3/(2 sqrt 2): 1.06066
Darwin curve FWHM: 3.7709 arcsec
thick crystal, wave equation: y = -2.0000, R = 0.0718
thick crystal, wave equation: y = -1.0607, R = 0.4999
thick crystal, wave equation: y = -0.5000, R = 1.0000
thick crystal, wave equation: y = +0.0000, R = 1.0000
thick crystal, wave equation: y = +0.9000, R = 1.0000
thick crystal, wave equation: y = +1.0607, R = 0.4999
thick crystal, wave equation: y = +1.5000, R = 0.1459
thick crystal, wave equation: y = +3.0000, R = 0.0294
amplitude in gap: y = -0.9, real part = +0.9000
amplitude in gap: y = +0.0, real part = +0.0000
amplitude in gap: y = +0.9, real part = -0.9000
low edge, slope-to-field element ratio: 1.6e-07
high edge, field-to-slope element ratio: 4.2e-08
amplitude decay length 1/kappa: 3.4855 micrometre
thin-film width constant: 0.8859
film 0.5 micrometre: kappa t = 0.1435, centre R = 0.02030
  FWHM 34.745 arcsec, thin-film formula 34.483 arcsec
film 5.0 micrometre: kappa t = 1.4345, centre R = 0.79670
  FWHM 5.586 arcsec, thin-film formula 3.449 arcsec
film 50.0 micrometre: kappa t = 14.3453, centre R = 1.00000
  FWHM 3.629 arcsec, thin-film formula 0.345 arcsec
model loss ratio Im chi_0/|chi_0|: 0.02
loss parameter g: 0.0373
centre R with model loss: 0.9281
```
